Step pairing under logarithmic attraction: the rate law φ(2π−φ), part 2

Straight, parallel steps of height h, all of the same sign, descend along x on a strained film. Step n sits at x_n = nL + u_n, with mean spacing L and displacement u_n. Its neighbour k places away is at signed distance Δ = kL + δ, with δ = u_{n+k} − u_n. The question is which disturbance of the uniform train grows fastest without deposition. Energies are per length of step, so a force f is an energy per area, positive towards larger x.

Each pair has the attractive energy α ln|x| at separation x. By the local law a step moves at velocity Mf, where f is the force on that step alone and the adatoms keep a fixed common density. A disturbance u_n = A exp(inφ + st) has phase shift φ per step, growth rate s and wavenumber κ = φ/L. The rate is

s(φ) = (Mα/2L²) φ(2π − φ), (4)

so pairing, φ = π, grows fastest, at s(π) = π²Mα/(2L²). Nearest neighbours supply 81 percent of this. With q = φ(2π − φ),

Σ_{k≥1} cos kφ/k² = π²/6 − q/4,

φ(2π − φ) = π² − (φ − π)², (16)

and for long waves

s ≈ πMακ/L. (17)

With misfit strain ε, Young modulus Y and Poisson ratio ν, each step exerts a line force F = Yεh/(1 − ν) along the surface, and

α = 2(1 + ν)Yε²h²/[π(1 − ν)]. (9)

For attachment rate Γ per site, site length a and thermal energy kT, the velocity is v = 2aΓ sinh(fa²/2kT). For small forces,

v = Mf, M = Γa³/kT. (10)

Without repulsion, the alternating pattern u_n = (−1)ⁿu, started at u₀, evolves with time t until neighbours meet at t_meet:

sin(πu/L) = sin(πu₀/L) exp[s(π)t],

t_meet = ln[1/sin(πu₀/L)]/s(π). (22)

### Short-range repulsion and the true position of the peak

Steps also repel at short distance. Let each pair have the additional energy β/x² with β > 0. Its force on step n from a neighbour at signed distance Δ is −2β/Δ³. With Δ = kL + δ,

1/Δ³ = 1/(kL)³ − 3δ/(kL)⁴ + terms of order δ².

The first term cancels between k and −k. The second gives the force (6β/L⁴) Σ_{k≠0}(u_{n+k} − u_n)/k⁴, which pulls a displaced step back. Its contribution to the rate is

−(12Mβ/L⁴) T(φ), T(φ) = Σ_{k≥1} (1 − cos kφ)/k⁴.

Two differentiations turn T into the known cosine sum:

T'' = Σ_{k≥1} cos kφ/k² = π²/6 − πφ/2 + φ²/4.

Both T and T' vanish at φ = 0, so two integrations give

T = π²φ²/12 − πφ³/12 + φ⁴/48 = φ²(2π − φ)²/48 = q²/48.

The rate with both interactions is

s = (M/2L²)[αq − βq²/(2L²)]. (23)

As φ runs from 0 to π, q rises from 0 to π². The derivative of the bracket with respect to q is α − βq/L². If it stays positive up to q = π², the peak remains at pairing. This requires

L ≥ L_c = π√(β/α). (24)

For a closer train the maximum lies at q = αL²/β, that is at

φ = π − √(π² − αL²/β) (25)

and at its mirror image 2π − φ. The statement that pairing grows fastest is thus conditional on the spacing. At still closer spacing, L < L_c/√2, the bracket in (23) is negative at q = π² and pairing decays. Long waves remain unstable within this model at any spacing, because the attraction enters as q and the repulsion as q².

Repulsion also stops the collapse of a pair. For an isolated pair the forces α/g and 2β/g³ balance at

g = √(2β/α). (26)

### Exchange of adatoms between steps

The local law treats the adatoms as a reservoir of fixed density. To test that assumption, let them diffuse over the terraces with diffusivity D and cross steps freely. Let step n take them up at the net rate k_att(c_n − c_n^eq) per length, where c_n is the adatom density at the step and c_n^eq the density with which the step would be in equilibrium. A forward force lowers c_n^eq.

Without deposition and with slow steps, the density varies linearly across each terrace. Measure densities from their uniform value, so that changes of terrace width enter only at second order. The inflow from both sides equals the uptake:

(D/L)(c_{n+1} − 2c_n + c_{n−1}) = k_att(c_n − c_n^eq).

For a phase shift φ the difference on the left is −λc_n, with λ = 2 − 2cos φ. Solving for c_n,

c_n = c_n^eq k_att/(k_att + λD/L),

and the uptake is −k_att c_n^eq times the factor

R(φ) = 1/[1 + L/(λd)], d = D/k_att. (27)

The reservoir result is −k_att c_n^eq, so R multiplies the growth rate. The length d compares diffusion with attachment. For d much larger than L/λ the local law is recovered. For d much smaller than L/λ, R tends to λd/L, and the rate varies as (1 − cos φ)φ(2π − φ). With the attraction alone, the rate is proportional to Rq. Both factors rise from φ = 0 to φ = π, so the peak stays at π for every d. The same holds with repulsion as long as L ≥ L_c. In a closer train, slow diffusion moves the peak from the phase (25) towards π.

Long waves are affected at any d. There λ ≈ φ², so R falls as φ² and the rate as φ³ instead of φ. The reason is conservation of material: a long wave must carry atoms over many terraces. A solution of the diffusion problem on a grid for 12 steps of spacing 20 nm, at φ = π/6, π/2 and π and for d = 5 nm and 500 nm, agreed with (27) to a relative error below 10⁻⁷.

### Thermal meandering

A real step is not straight. With stiffness γ, a small slope y' along the step costs ½γy'² per length. The thermal weight of a slice of length ℓ is a Gaussian in the sideways displacement with variance kTℓ/γ, so the distribution of y spreads along the step like a diffusing particle, with the generator (kT/2γ)d²/dy². If neighbours act as walls at y = −L and y = +L, the slowest-decaying solution is cos(πy/2L). The free energy per length is kT times its decay rate:

kT (kT/2γ)(π/2L)² = B/L², B = π²(kT)²/(8γ). (28)

To estimate the effect on pairing, assign the energy B/g² to every gap g between adjacent steps. The restoring rate is then M(6B/L⁴)(2 − 2cos φ), which is 24MB/L⁴ at φ = π. Relative to s(π) this is 48B/(π²αL²). It is an estimate, since the neighbours are themselves mobile.

### The ends of a finite train

In a train of N steps, a step with m neighbours on its left feels the force (α/L)(H_{N−1−m} − H_m), where H_m = 1 + 1/2 + … + 1/m. Subtracting the forces on adjacent steps shows that the gap between steps m and m + 1 shrinks at the relative rate

(Mα/L²)[1/(m + 1) + 1/(N − 1 − m)]. (29)

At the centre this is 4Mα/(NL²), or 8/(π²N) of s(π). The outermost gap, m = 0, shrinks at about Mα/L², which is 2/π² or 20 percent of s(π). The uniform train is a good starting state in the interior only, and the ends contract inwards from the beginning.

### Worked example

The parameters are round numbers in the regime of a silicon-germanium film on vicinal silicon (111), annealed at 900 K: Y = 170 GPa, ν = 0.26, ε = 1 percent, h = 0.31 nm, L = 20 nm, a = 0.38 nm and Γ = 1000 per second. The miscut angle is 0.89 degrees and kT = 0.07756 eV.

The line force of a step is

F = Yεh/(1 − ν) = 170 GPa × 0.01 × 0.31 nm/0.74 = 4.445 eV/nm².

Since α = 2(1 + ν)εhF/π,

α = 2 × 1.26 × 0.01 × 0.31 × 4.445/π = 0.01105 eV/nm.

The mobility is

M = 1000 × 0.38³/0.07756 = 707.5 nm³/(eV s).

The pairing rate follows as

s(π) = π² × 707.5 × 0.01105/(2 × 20²) = 0.096 per second,

an e-folding time of 10 s. At φ = π/2 the rate is 0.072 per second and at φ = π/4 it is 0.042 per second.

For a starting displacement u₀ = 0.2 nm, πu₀/L = 0.0314 and the logarithm in (22) is 3.46. Perfectly straight steps without repulsion would meet after 3.46/0.0965 = 36 s. Even this time is too short to select pairing cleanly from random initial displacements. By (16), a mode at φ is weaker than the pairing mode by the factor exp[−s(π)t(φ − π)²/π²]. With s(π)t = 3.46 this falls to 1/e only at a distance π/√3.46 = 1.7 rad from the peak. The pattern is therefore irregular, and pairs form at different times and places. For random displacements of 0.2 nm (root mean square), with the repulsion introduced below, most steps are still single at 36 s. Near 60 s most are paired, with single steps left between the pairs and an occasional group of three. By 90 s groups of three and four are common.

Now take β = 0.03 eV nm. Equation (23) lowers the pairing rate by the fraction π²β/(2αL²) = 3.3 percent, to 0.093 per second. The critical spacing is

L_c = π√(0.03/0.01105) = 5.2 nm,

well below 20 nm, and the peak stays at π. With the spacing reduced to 4 nm and all else fixed, (25) puts the peak at 65.8 degrees; direct sums scanned in one-degree steps gave 66 degrees. For straight steps, the collapse of a pair in the 20 nm train stops at a gap of 2.34 nm, against 2.33 nm for an isolated pair from (26).

These close-range values leave out thermal meandering, whose coefficient B, given below, is nearly as large as β. With equilibrium wandering included, an isolated pair has a mean gap of about 4.2 nm. Adding the estimate B/g² for every gap raises the least spacing for a peak at π from 5.2 to about 7 nm, and moves the peak of the 4 nm train to about 36 degrees. These shifts are probably too small, because the repulsion narrows the room in which a step can wander. For one step between fixed neighbours this raises the coefficient from 0.025 to about 0.057 eV nm. With that value the least spacing becomes about 9.5 nm, the peak of the 4 nm train lies near 24 degrees, and the meandering loss at 20 nm grows from 2.7 to about 6 percent. At 20 nm the peak still stays at π.

The other neglected effects have these sizes, each taken alone:

- Meandering, with γ = 0.3 eV/nm, gives B = 0.0247 eV nm and an estimated loss of 2.7 percent at φ = π. This assumes that the wandering between neighbours has reached equilibrium, which takes some hundreds of seconds at this mobility, much longer than the e-folding time. Thermal wandering also limits the meeting time above: within 10 s a free step that starts straight wanders by about 3 nm (root mean square), far more than u₀. The 36 s is a value for the straight-step model, not a forecast for a real film.
- Adatom transport, with d = 500 nm, costs 1.0 percent at φ = π, where λ = 4. It halves the rate at φ = 0.20 rad. With this d the linear law (17) is only a rough guide: it lies at least 20 percent above the rate at every phase up to π, and much further above it for long waves.
- In a train of 1000 steps above a flat interface, the central gaps shrink at 0.08 percent of the pairing rate.
- At u = 0.1L, taking the linear force s(π)u/M, fa²/kT is 5 × 10⁻⁴ and the linear kinetic law is in error by a relative 1 × 10⁻⁸.

The main values of the straight-step example stand in the numerical output.

### The model beside a real film

A misfit of 1 percent corresponds roughly to a quarter of germanium in silicon. On a vicinal substrate the buried interface is stepped as well, and its fixed steps carry forces opposite to those at the surface. The model leaves them out. A buried step is more than a force along the interface, because the misfit also acts normal to it, where the film cannot expand freely. With both parts, a surface step and an interface step at depth t have the energy −(α/2) ln(x² + t²). Interface steps of the same spacing L then shift the rates by at most the fraction 2/sinh²(πt/L) of s(π), depending on how the two sets of steps are aligned. This is 1.5 percent when the film is as thick as L, about 5 percent at 0.8L and 38 percent at L/2. The example therefore needs a film about 20 nm thick or more. This is close to the equilibrium thickness above which dislocations can relax a misfit of 1 percent, so a thicker film is at best metastable. The interface steps also nearly cancel the slow contraction at the centre of a finite train. A clean silicon (111) surface at 900 K carries the 7×7 reconstruction, which can favour terrace widths that fit whole cells, with rows about 2.3 nm wide. The smooth pair energy leaves this out. If the film surface reconstructs in a similar way, the displacements and gaps of the example that are no larger than such a row are only illustrative. The values of β, γ and d are rough, and Γ is the least certain input. It is thermally activated and may differ by orders of magnitude; all rates scale with it at fixed d, while the peak phase does not depend on it. Real alloys break the assumption of fixed composition, because germanium can redistribute near steps. If the misfit rises by a tenth with everything else held fixed, α rises by 21 percent, and so does the rate due to the attraction alone. With the repulsion of the example included, the pairing rate at 20 nm rises slightly more, by 21.7 percent. Dislocations that relax the misfit act in the opposite direction. On silicon (001) surfaces, single-height steps carry additional intrinsic forces of alternating sign. The same-sign model does not apply to them without change. As a design estimate, the e-folding time of pairing grows as L², provided that L is much larger than L_c, much smaller than 4d and no larger than the film thickness, deposition is off, and misfit, temperature and mobility are unchanged. Close to L_c the repulsion spoils this scaling: by (23) the pairing rate is proportional to (1/L²)[1 − L_c²/(2L²)], which hardly changes with L near L = L_c.

Computed values

```
Young modulus: 170 GPa
Poisson ratio: 0.26
misfit: 1 %
step height: 0.31 nm
step spacing L: 20 nm
miscut angle: 0.888 degrees
site length a: 0.38 nm
temperature: 900 K
thermal energy kT: 0.07756 eV
attachment rate per site: 1000 1/s
line force of a step: 4.445 eV/nm^2
attraction alpha: 0.01105 eV/nm
step mobility M: 707.5 nm^3/(eV s)
growth rate at phi=pi/4: 0.04221 1/s
growth rate at phi=pi/2: 0.07236 1/s
growth rate at phi=pi: 0.09648 1/s
e-folding time at pi: 10.37 s
nearest-neighbour share at pi: 81.06 %
peak phase from direct sums: 180 degrees
largest error, direct sums vs law: 0.0001121
largest error, time integration vs law: 9.66e-05
starting pair displacement: 0.2 nm
meeting time without repulsion: 35.87 s
repulsion beta: 0.03 eV nm
rate at pi with repulsion: 0.09325 1/s
loss from repulsion: 3.348 %
least spacing for peak at pi: 5.176 nm
tighter test spacing: 4 nm
its peak phase, formula: 65.77 degrees
its peak phase, direct sums: 66 degrees
final gap in a pair: 2.343 nm
final gap, isolated pair: 2.33 nm
step stiffness: 0.3 eV/nm
meander coefficient B: 0.02474 eV nm
estimated loss from meander: 2.721 %
kinetic length d: 500 nm
loss from adatom transport at pi: 0.9901 %
phase where transport halves rate: 0.2003 rad
steps in finite train: 1000
central gap shrink rate / top rate: 0.08106 %
drive f a^2/kT at u=0.1L: 0.0005078
nonlinear kinetic error at u=0.1L: 1.074e-08
rate change if misfit rises by a tenth: 21 %
```
